# Variational bottleneck on a reaction path with a stiffening transverse mode

## The problem

A reaction path is straight. The coordinate $s$ runs along it, with reactants at negative and products at positive $s$, and $q$ is the single displacement across it. Both motions have mass $m$. Near the saddle the potential is

$$V(s,q)=V_0-\tfrac12 ks^2+\tfrac12 m\,\omega(s)^2q^2,\qquad \omega(s)=\omega_0e^{as},\qquad k>0 .$$

The motion is classical and the reactants are in thermal equilibrium at temperature $T$. Transition-state theory estimates the rate by counting crossings of a dividing surface from reactants to products. Take the lines $s=\text{constant}$ as trial surfaces.

(a) Find the rate as a function of the position $s$ of the surface.

(b) Which surface gives the best estimate, and how does its rate compare with that of the surface through the saddle?

(c) Split the change in free energy between the two surfaces into energy and entropy, and find the change in activation energy.

(d) Evaluate the results for $k=1\ \text{eV/Å}^2$, $a=1.5\ \text{Å}^{-1}$ and $T=1300$ K. Does the better surface remove all recrossing?

## Hints

1. A trajectory may cross a surface several times. Does counting every forward crossing give too many reactive events or too few?
2. The velocity through the surface is $p_s/m$. Integrate it over positive $p_s$ before doing anything else.
3. A stiffer transverse mode leaves less room in $q$. Write this as a factor depending on $s$ and take the logarithm of the rate.
4. For (c), the entropy is minus the temperature derivative of the free energy at fixed $s$.

## Full solution

### (a) The rate through one surface

The Hamiltonian is $H=p_s^2/2m+p_q^2/2m+V(s,q)$. With one phase-space cell of size $h$ per degree of freedom, the one-way thermal flux through the line at $s$ is

$$F(s)=\frac1{h^2}\int_{-\infty}^{\infty}\!dq\int_{-\infty}^{\infty}\!dp_q\int_0^\infty\!dp_s\,\frac{p_s}{m}\,e^{-H/k_BT}.$$

The estimated rate constant is $F(s)/Q_R$. The reactant partition function $Q_R$ does not depend on where we draw the surface.

The integrand over $p_s$ is a total derivative:

$$\int_0^\infty\frac{p_s}{m}e^{-p_s^2/2mk_BT}dp_s=\Big[-k_BT\,e^{-p_s^2/2mk_BT}\Big]_0^\infty=k_BT .$$

The other two integrals are Gaussian:

$$\int e^{-p_q^2/2mk_BT}dp_q=\sqrt{2\pi mk_BT},\qquad \int e^{-m\omega^2q^2/2k_BT}dq=\sqrt{\frac{2\pi k_BT}{m\omega^2}} .$$

Their product is $2\pi k_BT/\omega$. Divided by $h=2\pi\hbar$, it becomes the classical vibrational partition function $k_BT/\hbar\omega(s)$. Therefore

$$F(s)=\frac{k_BT}{h}\,\frac{k_BT}{\hbar\omega_0}\,e^{-as}\,e^{-V_0/k_BT}\,e^{ks^2/2k_BT}.$$

Moving to positive $s$ lowers the path energy, which raises the flux. If $a>0$ it also narrows the passage, which lowers the flux.

### (b) The best surface

Each trajectory that goes from reactants to products crosses a separating surface forwards at least once. Repeated crossings, and forward crossings by trajectories that do not react, only add to the count. The classical one-way flux is therefore an upper bound on the reactive flux, and the best surface of the family is the one with the smallest $F$.

Dividing by the value at the saddle removes all constant factors:

$$\ln\frac{F(s)}{F(0)}=\frac{ks^2}{2k_BT}-as .$$

Its first derivative is $ks/k_BT-a$. Setting this to zero gives

$$\boxed{s^*=\frac{a\,k_BT}{k}}$$

The second derivative, $k/k_BT$, is positive everywhere, so this is the unique minimum of the model rate. Inserting $s^*$ gives

$$\ln\frac{F(s^*)}{F(0)}=\frac{a^2k_BT}{2k}-\frac{a^2k_BT}{k}=-\frac{a^2k_BT}{2k}.$$

The saddle itself has not moved. The condition $\partial V/\partial q=m\omega^2q=0$ gives $q=0$, and then $\partial V/\partial s=-ks+am\omega^2q^2=0$ gives $s=0$. What has shifted is the bottleneck of the thermal flux.

The shift is towards the stiffer side: positive $s$ for $a>0$, negative $s$ for $a<0$. It vanishes for constant frequency, and within classical mechanics also as $T\to0$. Neither $m$ nor $\omega_0$ enters, because the position depends on the relative change of the frequency and not on its size. For several independent transverse modes the partition functions multiply, so $a$ is replaced by the sum of their logarithmic slopes.

### (c) Free energy, energy and entropy

Define the free energy of a surface, relative to the saddle surface, by $\Delta G(s)=-k_BT\ln[F(s)/F(0)]$. Then

$$\Delta G(s)=-\tfrac12ks^2+ak_BTs=X-\tfrac12k(s-s^*)^2,\qquad X=\tfrac12k{s^*}^2=\frac{a^2(k_BT)^2}{2k}.$$

Expanding the square confirms this: the cross term is $kss^*=ak_BTs$, and the constants cancel. The smallest rate is thus the highest free energy.

At fixed $s$ the entropy difference is $\Delta S=-\partial\Delta G/\partial T=-ak_Bs$. At the bottleneck,

$$-T\Delta S=ak_BTs^*=k{s^*}^2=2X,\qquad \Delta E=-\tfrac12k{s^*}^2=-X .$$

The mean vibrational energy is $k_BT$ on every surface, so it does not contribute to $\Delta E$. The path energy falls by $X$, the entropic term rises by $2X$, and the free energy rises by $X$. The bottleneck is where the downhill force $ks$ equals the entropic force $ak_BT$.

The activation energy is $E_a=k_BT^2\,d\ln(\text{rate})/dT$. Replacing the saddle surface by the best surface at each temperature changes it by

$$\Delta E_a=k_BT^2\frac{d}{dT}\left(-\frac{a^2k_BT}{2k}\right)=-\frac{a^2(k_BT)^2}{2k}=-X .$$

The rate and the activation energy both go down. There is no contradiction: the lower energy contributes a factor $e^{X/k_BT}$ to the rate, and the lost entropy contributes $e^{-2X/k_BT}$.

### (d) Numbers

At 1300 K, $k_BT=0.1120$ eV. Hence

$$s^*=\frac{1.5\times0.1120}{1}\ \text{Å}=0.168\ \text{Å}\quad(0.0168\ \text{nm}),$$

$$X=\tfrac12\times1\times0.168^2\ \text{eV}=0.0141\ \text{eV},\qquad \frac{F(s^*)}{F(0)}=e^{-0.0141/0.1120}=0.88 .$$

The saddle surface overestimates the rate of the best line by about 13%. If the transverse wavenumber is 500 cm$^{-1}$ at the saddle, it is $500\,e^{1.5\times0.168}=643$ cm$^{-1}$ at the bottleneck.

**Where the exponential law must end.** Suppose the vibration follows the path adiabatically, so that its energy divided by $\omega$ is conserved. A vibration with energy $k_BT$ at the saddle then has energy $k_BTe^{as}$ further on. At $s=2$ Å the path energy has fallen by 2 eV, but the vibrational energy has risen by $0.1120(e^3-1)=2.138$ eV. The sum lies 0.138 eV above its saddle value, so in this adiabatic picture a slow trajectory cannot get that far. The picture is only rough near the saddle, where $\omega_0$ is about equal to $\sqrt{k/m}$ for a hydrogen mass and 500 cm$^{-1}$. The ratio of energy to $\omega$ changes by up to about 30%, depending on the phase of the vibration, and some 40 to 45% of such trajectories with path kinetic energy between 0.03 and 0.13 eV still reach 2 Å. Further out the vibration is fast and adiabatic, and $e^{as}$ outgrows $s^2$, so any trajectory that carries vibrational energy is turned back eventually. The exponential is therefore a local law. For a complete reaction the frequency must grow more slowly far from the saddle; the simplest choice is one that levels off.

**Remaining recrossing.** For trajectories, use $\ln[\omega(s)/\omega_0]=aL\tanh(s/L)$ with $L=0.7$ Å, which has the same slope at the saddle. Take $m=1.008$ u, the mass of a hydrogen atom. Start 40,000 trajectories on a surface with thermal $q$ and $p_q$, and with $p_s>0$ distributed in proportion to $p_se^{-p_s^2/2mk_BT}$. Repeat them with $p_s$ reversed. The equations of motion are integrated by the velocity Verlet method, with 400 steps of $0.03\ \text{Å}\,(\text{u/eV})^{1/2}$.

The transmission coefficient $\kappa$ is the fraction of forward starts that end as products minus the fraction of backward starts that do so. This counts each reactive trajectory once: if it crosses forwards $n+1$ times and backwards $n$ times, the difference is one. A trajectory that begins and ends as products crosses equally often in both directions and contributes zero.

The results, with standard sampling errors, are $\kappa=0.802\pm0.002$ from the saddle and $\kappa=0.903\pm0.002$ from the line at 0.168 Å. In this levelling model the flux through the second line is 0.886 of that through the first. The product $0.886\times0.903=0.800$ agrees with 0.802 within the sampling error, as it must, since the true classical rate cannot depend on the surface used to count it.

The saddle surface thus overestimates the classical rate by $1/0.802-1=25\%$, and the shifted line by $1/0.903-1=11\%$. These figures depend on the levelling length: they are about 19% and 7% for $L=0.35$ Å, and 29% and 14% for $L=1.2$ Å. In each case the shift removes between a half and two thirds of the error, not all of it. The force on the line shows why. With the exponential law the force along the path is $ks-am\omega^2q^2$. At $s^*$ its thermal average is zero, because $\langle m\omega^2q^2\rangle=k_BT$, but its value at a given $q$ is generally not zero. A sufficiently slow trajectory that crosses forwards at large $|q|$ is pushed back through the line. This happens on every line $s=\text{constant}$, so none of them removes all recrossing.

**Beside a real case.** The numbers are meant for the addition of a hydrogen atom to a boron–nitrogen precursor fragment at a rough growth temperature of hexagonal boron nitride, 1300 K. Positive $s$ points towards the bound molecule, where the bend of the incoming atom is stiffer. The values of $k$, $a$ and the wavenumber are round model choices, not computed properties of a particular fragment. One assumption that is plainly broken is the single transverse mode, since an atom approaching a polyatomic fragment generally has two bends. A second bend with the same slope would double the shift to about 0.34 Å, where a local expansion is less trustworthy. The model also lets the products run downhill without end. A real molecule formed by addition keeps the energy released and can come apart again unless it passes that energy on, for example in collisions. The rate here is that of crossing the barrier region, not of forming a stable molecule.

Three other neglected effects, restored one at a time at 1300 K with the remaining parameters fixed, move the bottleneck less:

- A barrier $V_0\,\text{sech}^2(s/b)$ with $V_0=0.5$ eV and $b=\sqrt{2V_0/k}=1$ Å has the same curvature at its top. Solving for the stationary flux numerically gives 0.175 Å.
- The levelling frequency above gives $ks=ak_BT\,\text{sech}^2(s/L)$, with root 0.160 Å.
- An added potential $cq^4$ with $c=0.25\ \text{eV/Å}^4$ gives 0.148 Å, by numerical integration over $q$ and minimisation of the flux. This 12% decrease is the largest in the list. The harmonic model has an rms displacement of 0.27 Å at the bottleneck, which is not small on the scale of a bond.

Tunnelling through a parabolic barrier multiplies the rate by $(v/2)/\sin(v/2)$, with $v=\hbar\sqrt{k/m}/k_BT$, provided $v<2\pi$. The factor is 1.014 at 1300 K, a small correction, but 1.31 at 300 K.

## Variation 1: a quantum transverse vibration

*Replace the classical vibrational partition function by the quantum one. Where is the bottleneck now?*

With $u(s)=\hbar\omega(s)/k_BT$, the sum over levels is a geometric series:

$$Q(s)=\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)} .$$

Since $du/ds=au$, the derivative of $\ln Q$ is $-a(u/2)\coth(u/2)$. The stationary condition becomes

$$ks=a\,k_BT\,\frac u2\coth\frac u2=a\,\frac{\hbar\omega(s)}2\coth\frac{\hbar\omega(s)}{2k_BT}.$$

The classical mean energy $k_BT$ has been replaced by the quantum mean energy at $s$. For $a>0$ the slope of the logarithmic rate is negative at $s=0$. If it turns positive further out, the root where it does so is a local minimum of the rate. With the exponential law a root need not exist: for the values of $k$ and $a$ used here, a mode of 3000 cm$^{-1}$ at the saddle has none.

For small $u$, $(u/2)\coth(u/2)\approx1+u^2/12$, which gives back the classical result. As $T\to0$ the right-hand side tends to $a\hbar\omega(s)/2$: where a root exists, zero-point energy keeps it away from the saddle. This limit is formal, because the motion along $s$ is still treated classically and tunnelling cannot be neglected at low temperature. Numerical roots for 500 cm$^{-1}$ at the saddle are:

| $T$ (K) | $\hbar\omega_0/k_BT$ | classical $s^*$ (Å) | quantum $s$ (Å) |
|---:|---:|---:|---:|
| 300 | 2.40 | 0.039 | 0.059 |
| 800 | 0.90 | 0.103 | 0.113 |
| 1300 | 0.55 | 0.168 | 0.175 |

The quantum shift exceeds the classical one by 4% at 1300 K and by about half at 300 K. For these parameters the classical formula gives the position of the bottleneck well at growth temperature but poorly at room temperature.

## Variation 2: an asymmetric path

*Add $gs^3/6$ to the path energy, keeping the classical exponential frequency. When does a bottleneck still exist?*

The downhill force is now $ks-gs^2/2$. Balancing it against the entropic force gives

$$\tfrac12gs^2-ks+ak_BT=0,\qquad s=\frac{k-\sqrt{k^2-2gak_BT}}g .$$

The minus sign selects the root that tends to $ak_BT/k$ as $g\to0$. The second derivative of $\ln F$ there is $(k-gs)/k_BT=\sqrt{k^2-2gak_BT}/k_BT$, which is positive, so the root is a local minimum of the flux. Far out, where the cubic term dominates and the expansion has no meaning, the flux falls below this value again (beyond about $2.6$ Å for $g=+1\ \text{eV/Å}^3$ and $-3.3$ Å for $g=-1\ \text{eV/Å}^3$).

With $g=+1\ \text{eV/Å}^3$ the bottleneck lies at $1-\sqrt{1-0.336}=0.185$ Å. With $g=-1\ \text{eV/Å}^3$ it lies at $-1+\sqrt{1+0.336}=0.156$ Å. A path that falls less steeply on the stiff side needs a longer shift to balance the same entropic force.

For $a>0$ and $g>0$ the downhill force has a largest value, $k^2/2g$, at $s=k/g$. If $ak_BT$ exceeds it, the square root is imaginary and the local model has no bottleneck: the flux falls steadily with $s$. For $g=1\ \text{eV/Å}^3$ this would need $k_BT>0.33$ eV, about three times the value at 1300 K. Near that limit the cubic expansion itself would have to be replaced by the full path energy.
